# Why Thin Silicon Slabs Exaggerate Some Surface Gaps: a numerical check

```python
"""
Result under test: a thin slab widens gaps that end on a bulk-derived band
edge, by confinement (inverse-square in thickness), while surface levels
reach their intrinsic energy exponentially fast.

Model: chain of N cells (bilayers), two sites A and B per cell.
t1, t2    hopping inside a cell and between cells (eV), t1 > t2
half_gap  t1 - t2; energies are measured from bulk midgap
orbitals  list of (energy, coupling) attached to the end atom of each face
lam       factor by which a surface state changes from cell to cell
offset    cells added to N in the effective confinement width
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

HBAR2_OVER_ME = const.hbar**2 / (const.m_e * const.e) * 1e18   # eV nm^2
COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e9        # eV nm

# Rough silicon (111) values and chosen surface parameters
bulk_gap = 1.12
mass = 0.26
height = 0.314
surfaces = {
    "passivated": [],
    "lone pair": [(-0.35, 0.50)],
    "reconstructed": [(-0.35, 0.50), (0.25, 0.50)],
}


def hoppings(gap, relative_mass):
    """Hoppings that give the requested bulk gap and band-edge mass."""
    half = gap / 2
    product = HBAR2_OVER_ME * half / (relative_mass * height**2)
    larger = (half + np.sqrt(half**2 + 4 * product)) / 2
    return larger, larger - half


half_gap = bulk_gap / 2
t1, t2 = hoppings(bulk_gap, mass)


def slab_levels(cells, orbitals, inner=t1, outer=t2):
    """All levels of a finite slab by direct diagonalization."""
    sites = 2 * cells
    size = sites + 2 * len(orbitals)
    ham = np.zeros((size, size))
    for i in range(sites - 1):
        ham[i, i + 1] = ham[i + 1, i] = inner if i % 2 == 0 else outer
    place = sites
    for end in (0, sites - 1):
        for energy, coupling in orbitals:
            ham[place, place] = energy
            ham[place, end] = ham[end, place] = coupling
            place += 1
    return np.linalg.eigvalsh(ham)


def edges(levels, cells, orbitals):
    """Highest valence and lowest conduction level of the slab."""
    return levels[cells - 1], levels[cells + 2 * len(orbitals)]


def slab_gap(cells, name):
    """Gap between highest filled and lowest empty level."""
    levels = slab_levels(cells, surfaces[name])
    filled = cells if name == "passivated" else cells + 2
    return levels[filled] - levels[filled - 1]


def self_energy(energy, orbitals):
    return sum(v**2 / (energy - e) for e, v in orbitals)


def decay_factor(energy):
    s = (energy**2 - t1**2 - t2**2) / (t1 * t2)
    return (s + np.sqrt(s**2 - 4)) / 2


def intrinsic_levels(orbitals):
    """Surface levels of the semi-infinite crystal from the decaying wave."""
    def condition(energy):
        lam = decay_factor(energy)
        poles = np.prod([energy - e for e, v in orbitals])
        numerator = sum(
            v**2 * np.prod([energy - f for k, (f, u) in enumerate(orbitals)
                            if k != j])
            for j, (e, v) in enumerate(orbitals))
        return t2 * (t1 + t2 * lam) * poles - energy * lam * numerator
    grid = np.linspace(-half_gap * 0.9999, half_gap * 0.9999, 1002)
    values = [condition(x) for x in grid]
    return [brentq(condition, grid[i], grid[i + 1], xtol=1e-14)
            for i in range(len(grid) - 1) if values[i] * values[i + 1] < 0]


def half_splitting(energy, orbitals, cells):
    """Tunnelling shift of a surface level from the semi-infinite state."""
    lam = decay_factor(energy)
    b_over_a = (t1 + t2 * lam) / energy
    norm = (sum(v**2 / (energy - e)**2 for e, v in orbitals)
            + (1 + b_over_a**2) / (1 - lam**2))
    return (self_energy(energy, orbitals)**2 / norm * abs(lam)**cells
            * (1 - lam**2) / (t2 * (1 + t2 * lam / t1)))


def width_offset(edge, orbitals):
    s = abs(self_energy(edge, orbitals))
    return t1 / half_gap * (t2 - s) / (t2 + s)


# Bulk gap from a closed ring, which has no surfaces
ring_cells = 40
ring = np.zeros((2 * ring_cells, 2 * ring_cells))
for i in range(2 * ring_cells):
    j = (i + 1) % (2 * ring_cells)
    ring[i, j] = ring[j, i] = t1 if i % 2 == 0 else t2
ring_levels = np.linalg.eigvalsh(ring)
ring_gap = ring_levels[ring_cells] - ring_levels[ring_cells - 1]
assert abs(ring_gap - bulk_gap) < 1e-10


# Band-edge mass from the curvature of the Bloch energy
def bloch_energy(q):
    z = t1 + t2 * np.exp(1j * (np.pi + q))
    return np.linalg.eigvalsh(np.array([[0, z], [np.conj(z), 0]]))[1]


step = 1e-3
curvature = (bloch_energy(step) - 2 * bloch_energy(0)
             + bloch_energy(-step)) / step**2
mass_numeric = HBAR2_OVER_ME / (curvature * height**2)
assert abs(mass_numeric / mass - 1) < 1e-4

# Intrinsic levels, width offsets and splittings against diagonalization
long_cells = 200
intrinsic = {}
offsets = {}
for name, orbitals in surfaces.items():
    levels = slab_levels(long_cells, orbitals)
    intrinsic[name] = intrinsic_levels(orbitals) if orbitals else []
    assert len(intrinsic[name]) == len(orbitals)
    for j, energy in enumerate(intrinsic[name]):
        pair = levels[long_cells + 2 * j:long_cells + 2 * j + 2]
        assert np.max(np.abs(pair - energy)) < 1e-9
        short = slab_levels(20, orbitals)[20 + 2 * j:22 + 2 * j]
        measured = (short[1] - short[0]) / 2
        assert abs(measured / half_splitting(energy, orbitals, 20) - 1) < 1e-3
    offsets[name] = []
    for sign, level in zip((-1, 1), edges(levels, long_cells, orbitals)):
        q = 2 * np.arcsin(np.sqrt((level**2 - half_gap**2) / (4 * t1 * t2)))
        measured = np.pi / q - long_cells
        predicted = width_offset(sign * half_gap, orbitals)
        assert abs(measured - predicted) < 0.02
        offsets[name].append(predicted)

lone = surfaces["lone pair"]
lone_level = intrinsic["lone pair"][0]
rec_levels = intrinsic["reconstructed"]
limits = {
    "passivated": bulk_gap,
    "lone pair": half_gap - lone_level,
    "reconstructed": rec_levels[1] - rec_levels[0],
}

print(f"bulk gap {bulk_gap:.2f} eV; normal mass {mass:.2f} m_e")
print(f"bilayer height {height:.3f} nm")
print(f"t1 {t1:.4f} eV; t2 {t2:.4f} eV; half gap {half_gap:.3f} eV")
print(f"gap of ring without surfaces {ring_gap:.6f} eV")
print(f"mass from numerical curvature {mass_numeric:.5f} m_e")
for energy, coupling in surfaces["reconstructed"]:
    print(f"surface orbital {energy:+.2f} eV, coupling {coupling:.2f} eV")
print("(lone-pair surface has only the first of these orbitals)")
for name in surfaces:
    print(f"{name}: thick-slab gap {limits[name]:.4f} eV")
    print(f"  width offset valence {offsets[name][0]:+.3f},"
          f" conduction {offsets[name][1]:+.3f} cells")
    for energy in intrinsic[name]:
        lam = decay_factor(energy)
        print(f"  intrinsic level {energy:+.4f} eV, lambda {lam:.4f},"
              f" decay length {-height / np.log(abs(lam)):.3f} nm")

# Signs and sizes of the thickness errors
thicknesses = (4, 6, 10, 20, 40)
print("gap error = slab gap minus thick-slab gap, in eV")
print("N, nm, passivated, lone pair, reconstructed")
for cells in thicknesses:
    error = {name: slab_gap(cells, name) - limits[name] for name in surfaces}
    assert error["passivated"] > error["lone pair"] > 0
    assert error["reconstructed"] < 0
    print(f"{cells:2d} {cells * height:6.2f} {error['passivated']:.5f}"
          f" {error['lone pair']:.5f} {error['reconstructed']:.2e}")


def lone_pair_parts(cells):
    levels = slab_levels(cells, lone)
    pair = levels[cells:cells + 2]
    confinement = edges(levels, cells, lone)[1] - half_gap
    aligned_error = lone_level - np.mean(pair)
    return confinement, (pair[1] - pair[0]) / 2, aligned_error


print("lone pair: N, electron confinement, half splitting, cured error (eV)")
for cells in thicknesses:
    confinement, tunnelling, cured = lone_pair_parts(cells)
    if cells >= 10:
        assert abs(cured) < 0.02 * confinement
    print(f"{cells:2d} {confinement:.5f} {tunnelling:.2e} {cured:+.2e}")

# Thickness needed for a chosen accuracy
target = 0.01
raw_errors = {n: abs(slab_gap(n, "lone pair") - limits["lone pair"])
              for n in range(2, 81)}
cured_errors = {n: abs(lone_pair_parts(n)[2]) for n in range(2, 81)}


def first_safe(errors):
    bad = [n for n in errors if errors[n] >= target]
    return max(bad) + 1 if bad else min(errors)


raw_cells, cured_cells = first_safe(raw_errors), first_safe(cured_errors)
assert cured_cells < raw_cells < 81
print(f"error below {target:.2f} eV, raw lone-pair gap: {raw_cells} bilayers,"
      f" {raw_cells * height:.2f} nm")
print(f"same after cure (search starts at 2): {cured_cells} bilayers,"
      f" {cured_cells * height:.2f} nm")
g6, g10 = slab_gap(6, "lone pair"), slab_gap(10, "lone pair")
extrapolated = (10**2 * g10 - 6**2 * g6) / (10**2 - 6**2)
print(f"lone-pair slab gaps N=6, 10: {g6:.4f}, {g10:.4f} eV")
print(f"plain 1/N^2 extrapolation minus true limit:"
      f" {extrapolated - limits['lone pair']:+.4f} eV")

# Approximations and neglected effects at ten bilayers
cells = 10
length = cells * height


def parabolic(width, relative_mass):
    return HBAR2_OVER_ME * np.pi**2 / (2 * relative_mass * width**2)


effective = length + offsets["lone pair"][1] * height
print(f"N=10 electron shift, parabolic hard wall: "
      f"{parabolic(length, mass):.4f} eV")
print(f"N=10 same with width offset: {parabolic(effective, mass):.4f} eV")
passive_width = length + offsets["passivated"][0] * height
heavy_mass = 0.70
print(f"N=10 passivated parabolic hole shift, mass {mass:.2f}:"
      f" {parabolic(passive_width, mass):.4f} eV")
print(f"N=10 same, rough heavy-hole mass {heavy_mass:.2f}:"
      f" {parabolic(passive_width, heavy_mass):.4f} eV")
small_gap = 0.60
small = slab_levels(cells, [], *hoppings(small_gap, mass))
small_excess = small[cells] - small[cells - 1] - small_gap
print(f"N=10 passivated gap error if bulk gap is {small_gap:.2f} eV:"
      f" {small_excess:.4f} eV")
permittivity = 11.7
reflection = (permittivity - 1) / (permittivity + 1)
orders = np.arange(1, 2001)
image = COULOMB / (permittivity * length) * np.sum(reflection**orders / orders)
closed = COULOMB / (permittivity * length) * np.log((permittivity + 1) / 2)
assert abs(image / closed - 1) < 1e-10
print(f"image energy per carrier at mid-slab, N=10, permittivity"
      f" {permittivity:.1f}: {image:.4f} eV")
temperature = 300.0
print(f"thermal energy at {temperature:.0f} K:"
      f" {const.k * temperature / const.e:.4f} eV")
print("finished without a failed check")
```

Running it gives:

```
bulk gap 1.12 eV; normal mass 0.26 m_e
bilayer height 0.314 nm
t1 1.6002 eV; t2 1.0402 eV; half gap 0.560 eV
gap of ring without surfaces 1.120000 eV
mass from numerical curvature 0.26000 m_e
surface orbital -0.35 eV, coupling 0.50 eV
surface orbital +0.25 eV, coupling 0.50 eV
(lone-pair surface has only the first of these orbitals)
passivated: thick-slab gap 1.1200 eV
  width offset valence +2.858, conduction +2.858 cells
lone pair: thick-slab gap 0.8543 eV
  width offset valence -0.192, conduction +1.664 cells
  intrinsic level -0.2943 eV, lambda -0.6927, decay length 0.855 nm
reconstructed: thick-slab gap 0.5127 eV
  width offset valence -0.516, conduction -0.055 cells
  intrinsic level -0.2986 eV, lambda -0.6941, decay length 0.860 nm
  intrinsic level +0.2141 eV, lambda -0.6714, decay length 0.788 nm
gap error = slab gap minus thick-slab gap, in eV
N, nm, passivated, lone pair, reconstructed
 4   1.26 0.58315 0.31126 -6.25e-02
 6   1.88 0.35103 0.19070 -3.08e-02
10   3.14 0.16977 0.09419 -7.08e-03
20   6.28 0.05508 0.03027 -1.64e-04
40  12.56 0.01587 0.00838 -9.10e-08
lone pair: N, electron confinement, half splitting, cured error (eV)
 4 0.35021 4.37e-02 +4.76e-03
 6 0.20982 2.05e-02 +1.43e-03
10 0.09876 4.68e-03 +1.15e-04
20 0.03039 1.19e-04 +1.41e-07
40 0.00838 7.68e-08 +1.14e-13
error below 0.01 eV, raw lone-pair gap: 37 bilayers, 11.62 nm
same after cure (search starts at 2): 3 bilayers, 0.94 nm
lone-pair slab gaps N=6, 10: 1.0450, 0.9485 eV
plain 1/N^2 extrapolation minus true limit: +0.0399 eV
N=10 electron shift, parabolic hard wall: 0.1467 eV
N=10 same with width offset: 0.1078 eV
N=10 passivated parabolic hole shift, mass 0.26: 0.0887 eV
N=10 same, rough heavy-hole mass 0.70: 0.0330 eV
N=10 passivated gap error if bulk gap is 0.60 eV: 0.1483 eV
image energy per carrier at mid-slab, N=10, permittivity 11.7: 0.0725 eV
thermal energy at 300 K: 0.0259 eV
finished without a failed check
```
